\section*{Separation of two implanted atoms from one molecular ion}

\section*{Problem}

A diatomic molecular ion with two equal atoms strikes a solid and breaks up at the surface. The atoms slow down separately and come to rest at $\mathbf r_1$ and $\mathbf r_2$. Assume that

\begin{itemize}
\item both atoms have the same mean stopping point;
\item along each Cartesian axis the deviation of each atom from this point is Gaussian with standard deviation $\sigma$;
\item all six deviations are independent.
\end{itemize}

Here $\sigma$ is the straggle per axis. The rms distance of one atom from the mean point is therefore $\sqrt3\,\sigma$.

\begin{enumerate}
\item[(a)] Show that the mean separation $\langle r\rangle=\langle|\mathbf r_1-\mathbf r_2|\rangle$ is $4\sigma/\sqrt\pi$.
\item[(b)] Find the most probable and rms separations, and the probability that the separation is below a given $R$.
\item[(c)] Each atom becomes a spin qubit. How strong is the magnetic dipole coupling of a typical pair, and does the coupling scale have a finite mean?
\item[(d)] How does the mean separation change if the stopping points are correlated, if the lateral and depth straggles differ, or if the two mean stopping points differ slightly?
\item[(e)] Evaluate the results for $\mathrm{N_2}$ ions of 10 keV in diamond, implanted to make pairs of nitrogen-vacancy (NV) centres. Take a mean depth of 8 nm, $\sigma=3$ nm and $R=10$ nm. Estimate which neglected effects matter most.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The mean separation}

Measure positions from the common mean stopping point, and let $u=x_1-x_2$ be one component of the difference vector. For a given $u$, the second atom may be at any $x$ while the first is at $x+u$. The density of $u$ is therefore
\begin{equation}
f(u)=\frac{1}{2\pi\sigma^2}\int_{-\infty}^{\infty}
\exp\left[-\frac{x^2+(x+u)^2}{2\sigma^2}\right]dx .
\end{equation}
Completing the square gives $x^2+(x+u)^2=2(x+u/2)^2+u^2/2$. The integral over $x$ is then $\sqrt\pi\,\sigma$ times a factor that depends on $u$:
\begin{equation}
f(u)=\frac{1}{2\pi\sigma^2}\,\sqrt\pi\,\sigma\,e^{-u^2/4\sigma^2}
=\frac{1}{2\sqrt\pi\,\sigma}\,e^{-u^2/4\sigma^2}.
\end{equation}
This is a Gaussian of zero mean and variance $2\sigma^2$. The variances add even though the positions are subtracted, because the deviations are independent.

The three components of the difference are independent too, so their joint density is the product $e^{-r^2/4\sigma^2}/(8\pi^{3/2}\sigma^3)$. It depends on the length $r$ alone. Multiplying by the area $4\pi r^2$ of a sphere gives the density of the separation,
\begin{equation}
p(r)=\frac{r^2}{2\sqrt\pi\,\sigma^3}\,e^{-r^2/4\sigma^2},\qquad r\ge0 .
\label{eq:p}
\end{equation}
To check the normalization, start from $\int_0^\infty e^{-\alpha r^2}dr=\tfrac12\sqrt{\pi/\alpha}$ and apply $-d/d\alpha$ once and twice:
\begin{equation}
\int_0^\infty r^2e^{-\alpha r^2}dr=\frac{\sqrt\pi}{4\alpha^{3/2}},\qquad
\int_0^\infty r^4e^{-\alpha r^2}dr=\frac{3\sqrt\pi}{8\alpha^{5/2}} .
\label{eq:moments}
\end{equation}
With $\alpha=1/4\sigma^2$ the first integral is $2\sqrt\pi\,\sigma^3$, so $p$ integrates to one.

For the mean, put $t=r^2/4\sigma^2$. Then $r^2=4\sigma^2t$ and $r\,dr=2\sigma^2dt$, and
\begin{align}
\langle r\rangle
&=\frac{1}{2\sqrt\pi\,\sigma^3}\int_0^\infty r^3e^{-r^2/4\sigma^2}dr
=\frac{8\sigma^4}{2\sqrt\pi\,\sigma^3}\int_0^\infty t\,e^{-t}dt \nonumber\\
&=\frac{4\sigma}{\sqrt\pi}\approx2.257\,\sigma ,
\label{eq:mean}
\end{align}
since the last integral equals one. This is the required result.

The mean distance of one atom from the mean stopping point follows in the same way. Its variance per axis is $\sigma^2$ instead of $2\sigma^2$, so $\sigma$ is replaced by $\sigma/\sqrt2$ and the distance is $2\sigma\sqrt{2/\pi}$. The pair separation is larger by $\sqrt2$, because both ends of the connecting line fluctuate.

If the atoms have unequal straggles $\sigma_1,\sigma_2$ but still a common mean point, the variance $2\sigma^2$ becomes $\sigma_1^2+\sigma_2^2$, and
\begin{equation}
\langle r\rangle=2\sqrt{\frac2\pi}\,\sqrt{\sigma_1^2+\sigma_2^2}.
\end{equation}
Atoms of different mass will in general also have different mean depths, which requires the offset treated in part (d).

\subsection*{(b) Other measures of the separation}

The derivative of \eqref{eq:p} is proportional to $(2r-r^3/2\sigma^2)\,e^{-r^2/4\sigma^2}$. It vanishes at the maximum, $r=2\sigma$. The second integral in \eqref{eq:moments} is $12\sqrt\pi\,\sigma^5$, so $\langle r^2\rangle=6\sigma^2$ and the rms separation is $\sqrt6\,\sigma$.

For the probability below $R$, use $r\,e^{-r^2/4\sigma^2}=-2\sigma^2\,\frac{d}{dr}e^{-r^2/4\sigma^2}$ and integrate by parts:
\begin{align}
\int_0^R r^2e^{-r^2/4\sigma^2}dr
&=-2\sigma^2R\,e^{-R^2/4\sigma^2}+2\sigma^2\int_0^Re^{-r^2/4\sigma^2}dr \nonumber\\
&=-2\sigma^2R\,e^{-R^2/4\sigma^2}
+2\sqrt\pi\,\sigma^3\,\mathrm{erf}\left(\frac{R}{2\sigma}\right).
\end{align}
Division by $2\sqrt\pi\,\sigma^3$ gives
\begin{equation}
P(r<R)=\mathrm{erf}\left(\frac{R}{2\sigma}\right)
-\frac{R}{\sqrt\pi\,\sigma}\,e^{-R^2/4\sigma^2}.
\label{eq:cdf}
\end{equation}
Setting this to one half and solving numerically gives the median, $2.18\,\sigma$.

\subsection*{(c) The dipole coupling}

Represent each magnetic moment $m$ by charges $\pm q$ a short distance $d$ apart, with $m=qd$. Place two parallel moments side by side at separation $r$. The two pairs of like charges are a distance $r$ apart, and the two pairs of unlike charges are $\sqrt{r^2+d^2}$ apart. For $d\ll r$ the interaction energy is
\begin{equation}
U=\frac{\mu_0q^2}{4\pi}\left[\frac2r-\frac{2}{\sqrt{r^2+d^2}}\right]
\approx\frac{\mu_0q^2}{4\pi}\,\frac{d^2}{r^3}
=\frac{\mu_0m^2}{4\pi r^3}.
\end{equation}
With $m=g\mu_B$, the moment per unit of electron spin projection, the coupling scale as a frequency is
\begin{equation}
J(r)=\frac{\mu_0(g\mu_B)^2}{4\pi h\,r^3}.
\end{equation}
Orientation matters. For moments placed head to tail, the bracket becomes $2/r-1/(r+d)-1/(r-d)\approx-2d^2/r^3$. The sign is reversed and the magnitude doubled, so there is an intermediate direction in which the coupling vanishes. $J$ is thus a scale, not the coupling of every pair.

Because $J$ falls steadily with $r$, half of the pairs have $J$ above its value at the median separation. The mean behaves differently. At small $r$ the density $p$ grows as $r^2$ while $J$ grows as $r^{-3}$, so the integrand of $\langle J\rangle$ varies as $1/r$. For $r\ll\sigma$, the range from $c/10$ to $c$ contributes
\begin{equation}
\int_{c/10}^{c}\frac{p(r)}{r^3}\,dr\approx
\frac{1}{2\sqrt\pi\,\sigma^3}\int_{c/10}^{c}\frac{dr}{r}
=\frac{\ln10}{2\sqrt\pi\,\sigma^3}
\label{eq:decade}
\end{equation}
to $\langle r^{-3}\rangle$, whatever the value of $c$. In this continuum model the mean of $J$ therefore diverges logarithmically. In a crystal the smallest distance between sites removes the divergence, but the mean is still weighted towards rare close pairs, for which the point-dipole formula itself is doubtful. The median is the better measure of a typical pair.

\subsection*{(d) Relaxing the assumptions}

\paragraph{Correlation.} Let the deviations be jointly Gaussian, with correlation coefficient $\rho$ between the two atoms along each axis and no correlation between different axes. Then
\begin{equation}
\langle(x_1-x_2)^2\rangle=\sigma^2+\sigma^2-2\rho\sigma^2=2\sigma^2(1-\rho),
\end{equation}
so $\sigma$ is replaced by $\sigma\sqrt{1-\rho}$ and the mean separation is multiplied by $\sqrt{1-\rho}$. It vanishes at $\rho=1$, where the atoms move together.

\paragraph{Unequal straggles.} Let the straggle be $\sigma_\perp$ along each lateral axis and $\sigma_z$ in depth. The lateral components of the difference have standard deviation $s=\sqrt2\,\sigma_\perp$, so the lateral distance $q$ has density $(q/s^2)e^{-q^2/2s^2}$. At fixed depth difference $h$, integrate by parts and then substitute $v=\sqrt{q^2+h^2}$, for which $dv=q\,dq/v$:
\begin{align}
G(h)&=\int_0^\infty\frac{q}{s^2}\,e^{-q^2/2s^2}\sqrt{q^2+h^2}\,dq \nonumber\\
&=|h|+\int_0^\infty e^{-q^2/2s^2}\frac{q\,dq}{\sqrt{q^2+h^2}}
=|h|+e^{h^2/2s^2}\int_{|h|}^\infty e^{-v^2/2s^2}dv \nonumber\\
&=|h|+s\sqrt{\frac\pi2}\;e^{h^2/2s^2}\,
\mathrm{erfc}\left(\frac{|h|}{\sqrt2\,s}\right).
\label{eq:G}
\end{align}
The mean separation is the average of $G(h)$ over the distribution of $h$, here a Gaussian of variance $2\sigma_z^2$. Two limits are simple. For $\sigma_z\to0$ we have $h=0$ and $\langle r\rangle=s\sqrt{\pi/2}=\sqrt\pi\,\sigma_\perp$. For $\sigma_\perp\to0$ the mean of $|h|$ remains, which is $2\sigma_z/\sqrt\pi$.

Small anisotropy can be judged without an integral. Scaling all three straggles by a common factor scales $\langle r\rangle$ by that factor, and near isotropy the three axes are equivalent. To first order, the relative change of $\langle r\rangle$ is therefore the average of the relative changes of the three straggles.

\paragraph{A small offset.} Let the mean stopping points differ by a vector $\boldsymbol\delta$ with $\delta\ll\sigma$, and keep the straggle isotropic. Expand $|\mathbf D+\boldsymbol\delta|$ about the zero-mean difference $\mathbf D$, whose length is $r$. The first-order term averages to zero by isotropy. The second-order term averages to $(\delta^2/6)\langle\nabla^2r\rangle$, with $\nabla^2r=2/r$. From \eqref{eq:p},
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{1}{2\sqrt\pi\,\sigma^3}\int_0^\infty r\,e^{-r^2/4\sigma^2}dr
=\frac{2\sigma^2}{2\sqrt\pi\,\sigma^3}=\frac{1}{\sqrt\pi\,\sigma},
\end{equation}
so the mean grows by $\delta^2/(3\sqrt\pi\,\sigma)$. Relative to $4\sigma/\sqrt\pi$, this is $\delta^2/12\sigma^2$.

\subsection*{(e) Nitrogen pairs in diamond}

Each nitrogen atom carries half the ion energy, 5 keV. With $\sigma=3$ nm,
\begin{equation}
\langle r\rangle=2.257\times3\ \mathrm{nm}=6.77\ \mathrm{nm}.
\end{equation}
The result can be checked without the difference vector, by averaging $\sqrt{a^2+b^2-2ab\cos\theta}$ over the distances $a$ and $b$ of the atoms from the mean point and over the angle $\theta$ between them. Numerical quadrature gives 6.77027 nm, against 6.77028 nm from \eqref{eq:mean}.

The most probable separation is 6.0 nm, the median 6.5 nm and the rms value 7.3 nm. For $R=10$ nm, \eqref{eq:cdf} gives $P=0.86$, so about one pair in seven is wider than 10 nm.

The coupling scale is $5.20\times10^4$ kHz at 1 nm. Dividing by $r^3$ in nm$^3$ gives 168 kHz at the mean separation, 187 kHz at the median and 52 kHz at 10 nm. These are values of the scale $J$. The actual coupling carries an angular factor, $1-3\cos^2\vartheta$ for parallel moments at an angle $\vartheta$ to the line joining them, and the axes of two NV centres need not be parallel. With the angular factor included, the median magnitude is lower, about 120 kHz for parallel axes and about 100 kHz for different axes. Pairs wider than 1 nm contribute 825 kHz to the mean of $J$, already more than four times the median. Extending the lower limit to 0.1 nm raises this to 2069 kHz. The increase of 1244 kHz is close to the 1252 kHz per decade from \eqref{eq:decade}; it is slightly smaller because the factor $e^{-r^2/4\sigma^2}$ is below one. The lower limit of 0.1 nm serves to show the logarithm and is not a realistic distance between two NV centres.

The changes below are relative to 6.77 nm. Each effect is introduced alone, with everything else held fixed, and its parameters are assumed round values.

\begin{itemize}
\item \emph{Channelling.} Let each atom independently have probability $f=0.2$ of following an open crystal direction and stopping at a depth of $16\pm6$ nm, with unchanged lateral straggle. Pairs with zero, one and two channelled atoms have weights $(1-f)^2=0.64$, $2f(1-f)=0.32$ and $f^2=0.04$. Averaging \eqref{eq:G} for each group gives 8.2 nm, a rise of 21\%. This figure depends on the lateral straggle of the channelled atoms: the rise is 17\% if that straggle is 1.5 nm and 29\% if it is 5 nm. Independence is itself an assumption here, since the two atoms enter at nearly the same place and in the same direction. If they always channel together, with probability 0.2, but still stop independently, the rise is only 8\%.
\item \emph{Smaller lateral straggle.} With $\sigma_\perp=2.4$ nm the mean is 5.9 nm, a fall of 13.0\%. The first-order rule gives $(20+20+0)/3=13.3\%$.
\item \emph{Correlation.} For $\rho=0.1$ the mean is 6.4 nm, a fall of 5\%.
\item \emph{Surface.} Keeping pairs with both atoms inside the crystal lowers the mean by 0.5\%. If both must lie deeper than 2 nm to work as qubits, it falls by 1.8\%.
\item \emph{Short moves into lattice sites.} Independent moves of 0.5 nm per axis change $\sigma$ to $\sqrt{3^2+0.5^2}$ nm and raise the mean by 1.4\%.
\item \emph{Bond length and repulsion.} Let the fragments repel each other sideways with 5 eV each. Treat this energy as released at once. Real repulsion acts gradually while the atoms slow down, which can shift the offset in either direction, so this estimate fixes only its rough size. In straight flight over the mean depth they separate by $2\times8\sqrt{5/5000}=0.51$ nm. Adding a bond length of about 0.11 nm gives $\delta=0.62$ nm and a rise of 0.35\%, as $\delta^2/12\sigma^2$ predicts.
\end{itemize}

Two further effects are negligible for the values assumed. During an anneal of 2 h at 1073 K, a substitutional nitrogen atom with a hop barrier of 4.5 eV and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$ makes about $5\times10^{-5}$ hops. This estimate leaves out interstitial nitrogen and motion assisted by vacancies, and it is very sensitive to the barrier: 3.0 eV would give about 600 hops, a move of several nanometres. At a fluence of $10^9$ molecules per cm$^2$, the expected number of foreign nitrogen atoms within 10 nm laterally is $2\times10^{-5}\ \mathrm{nm^{-2}}\times\pi(10\ \mathrm{nm})^2=0.006$. At much higher fluence, partners from different molecules could no longer be ignored. Nitrogen already present in the diamond is not counted here. At 1 ppm it puts about 0.7 atoms within a sphere of 10 nm radius, so the estimate applies only to very pure diamond (about 0.004 atoms at 5 ppb).

The depth and straggle used here are rough input values, not results of a stopping calculation. In the cases above, departures from a single isotropic Gaussian matter most: a channelled tail moves the mean up by a fifth and a narrower lateral spread moves it down by an eighth. This ranking depends on the values assumed. A correlation of $\rho=0.25$ instead of 0.1 would lower the mean by 13\%, as much as the narrower lateral spread. For a given $\sigma$, a prediction of about 7 nm should therefore be trusted to perhaps 20\%, and less if channelling or correlation is strong. Any error in $\sigma$ itself comes on top and changes the mean in proportion. In general only some of the implanted nitrogen atoms become NV centres. This reduces the number of usable pairs, but leaves their mean separation unchanged if conversion does not depend on where the atoms stop. The main values quoted in this part are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Energy per N atom: 5000 eV
Mean depth (rough): 8 nm
Straggle sigma per axis (rough): 3 nm
Mean separation / sigma: 2.25676
Mean separation, formula: 6.77028 nm
Mean separation, two-radius quadrature: 6.77027 nm
Quadrature shift, 40 to 80 nodes: 6.8e-06 nm
Mean separation, random sampling: 6.771 nm
Sampling standard error: 0.0029 nm
Mean distance of one atom from centre: 4.787 nm
Most probable separation: 6 nm
Median separation: 6.526 nm
Rms separation: 7.348 nm
Separation limit: 10 nm
Probability below limit: 0.8646
J at 1 nm: 52041 kHz
J at mean separation: 167.7 kHz
J at median separation: 187.3 kHz
J at separation limit: 52.04 kHz
Mean J, pairs below 1 nm left out: 824.8 kHz
Mean J, pairs below 0.1 nm left out: 2069 kHz
Small-r mean J added per decade: 1252 kHz
Lateral straggle in test case: 2.4 nm
Mean with smaller lateral straggle: 5.888 nm (-13.03 %)
Correlation in test case: 0.1
Mean with correlation: 6.423 nm (-5.13 %)
Initial bond length (rough): 0.11 nm
Repulsion energy per atom (assumed): 5 eV
Offset from repulsion: 0.506 nm
Mean with bond and repulsion offset: 6.794 nm (+0.35 %)
Mean with both atoms below surface: 6.739 nm (-0.46 %)
Dead layer (assumed): 2 nm
Mean with both below dead layer: 6.646 nm (-1.83 %)
Channelled fraction (assumed): 0.2
Channelled mean depth (assumed): 16 nm
Channelled depth straggle (assumed): 6 nm
Mean with channelled fraction: 8.208 nm (+21.23 %)
Site-capture move per axis (assumed): 0.5 nm
Mean with site-capture moves: 6.864 nm (+1.38 %)
Anneal temperature: 1073 K
Anneal time: 7200 s
Substitutional N hop barrier (assumed): 4.5 eV
Hop attempt rate (assumed): 1e+13 1/s
Expected thermal hops per N atom: 5.3e-05
Molecular fluence (assumed): 1e+09 1/cm2
Foreign N atoms within lateral limit: 0.00628
\end{verbatim}
